# Linear Kramers-Kronig test for drift in a plating impedance spectrum

## Definitions and conventions

Signals vary as $e^{j\omega t}$, and the impedance per unit electrode area is $Z=Z'+jZ''$, in Ω cm². Cathodic current density $i$ and cathodic polarisation $E$ are counted positive. A sweep gives $N$ complex values at frequencies $f=\omega/2\pi$, taken from high to low. The real and imaginary parts carry independent Gaussian noise of standard deviation $\sigma|Z|$, with $\sigma$ known.

The data are fitted by

$$F(\omega)=R_0+j\omega L+\sum_k\frac{R_k}{1+j\omega\tau_k}.$$

The times $\tau_k$ are fixed beforehand on a logarithmic grid with $n$ nodes per decade. The unknowns $R_0$, $L$ and $R_k$ are real and may have either sign. They enter linearly, so the fit needs no starting guess.

The Kramers-Kronig (KK) relation used here is

$$Z''(\omega)=\frac{2\omega}{\pi}\int_0^\infty\frac{Z'(x)-Z'(\omega)}{x^2-\omega^2}\,dx .\tag{1}$$

A linear, causal system whose parameters stay constant obeys it, apart from a term $j\omega L$. That term has no real part, so (1) cannot produce it, and it is set apart. Two conditions apply. First, $Z$ must have no pole at zero frequency: a series capacitance $1/j\omega C$ also has no real part. A finite $Z(0)$, as in the example below, is sufficient; a weaker divergence such as the $\omega^{-1/2}$ of semi-infinite diffusion still obeys (1). Second, the system must be stable under controlled current, because $Z$ is the response of potential to current. Stability at held potential is not enough: an electrode with a negative differential resistance can have it and still violate (1).

## Why the fit function obeys the relation

For one relaxation $R/(1+j\omega\tau)$ the real part is $R/(1+\omega^2\tau^2)$. The difference in (1) is

$$\frac{R}{1+x^2\tau^2}-\frac{R}{1+\omega^2\tau^2}=-\frac{R\tau^2(x^2-\omega^2)}{(1+x^2\tau^2)(1+\omega^2\tau^2)} .$$

The denominator of (1) cancels. With $\int_0^\infty dx/(1+x^2\tau^2)=\pi/2\tau$ the right side becomes

$$-\frac{2\omega}{\pi}\,\frac{R\tau^2}{1+\omega^2\tau^2}\,\frac{\pi}{2\tau}=-\frac{R\omega\tau}{1+\omega^2\tau^2},$$

which is the imaginary part of the relaxation. A constant $R_0$ gives zero on both sides. Relation (1) is linear, so $F-j\omega L$ obeys it for any real coefficients.

A small residual therefore means that the data lie close to a KK-compliant function at the measured frequencies. For a large residual to mean a violation, the fit must also be able to reach every compliant spectrum of the expected kind.

## The plating impedance is a sum of relaxations

Take Tafel kinetics $i=Kc_se^{bE}$ with $b=\alpha F/RT$ ($F$ is here the Faraday constant) and surface concentration $c_s$. A small modulation gives

$$\hat\imath=bi\hat E+\frac{i}{c_s}\hat c_s .$$

In a diffusion layer of thickness $\delta$, $j\omega\hat c=D\hat c_{xx}$ with $\hat c(\delta)=0$. Hence $\hat c\propto\sinh[\lambda(\delta-x)]$ with $\lambda=\sqrt{j\omega/D}$, so $\hat c_s=-\hat c_x(0)\tanh(\lambda\delta)/\lambda$. The flux condition for two electrons is $D\hat c_x(0)=\hat\imath/2F$. With $\tau_d=\delta^2/D$,

$$\hat c_s=-\frac{\hat\imath\,\delta}{2FD}\,T(\omega),\qquad T=\frac{\tanh\sqrt{j\omega\tau_d}}{\sqrt{j\omega\tau_d}} .$$

The steady flux $i=2FD(c_b-c_s)/\delta$ and the limiting current $i_L=2FDc_b/\delta$ give $2FDc_s/\delta=i_L-i$. Therefore $bi\hat E=\hat\imath\,[1+iT/(i_L-i)]$, and

$$Z_F=R_{ct}+R_dT,\quad R_{ct}=\frac1{bi},\quad R_d=\frac1{b(i_L-i)} .$$

The double layer $C$ lies in parallel; the solution resistance $R_s$ and lead inductance lie in series:

$$Z=R_s+j\omega L+\frac1{Y(j\omega)},\qquad Y(s)=sC+\frac1{Z_F(s)} .$$

To see that $1/Y$ is a sum of relaxations, take the logarithmic derivative of the product $\cosh z=\prod_m[1+z^2/(m-\frac12)^2\pi^2]$. It gives $\tanh z/z=\sum_m2/[z^2+(m-\frac12)^2\pi^2]$, so $Z_F=R_{ct}+\sum_m a_m/(s+p_m)$ with $a_m,p_m>0$.

- If $\mathrm{Im}\,s>0$, then $\mathrm{Im}\,Z_F<0$ and $\mathrm{Im}\,Y>0$. The lower half-plane follows by conjugation, and $Y>0$ for real $s\ge0$. All zeros of $Y$ thus lie at $s=-p<0$.
- With $y^2=p\tau_d$ they satisfy $pC[R_{ct}+R_d\tan(y)/y]=1$. The left side is $(C/\tau_d)(R_{ct}y^2+R_dy\tan y)$. It rises on each branch of the tangent, because $(y\tan y)'=(\sin y\cos y+y)/\cos^2y>0$. Each branch holds one root.
- On the real axis $Z_F'<0$, so $Y'=C-Z_F'/Z_F^2>0$, and the residue $\rho=1/Y'$ is positive.
- On the circles $|\sqrt{s\tau_d}|=m\pi$ the hyperbolic tangent stays bounded, so $1/Y\to0$ as $m\to\infty$. Cauchy's formula on these circles gives $1/Y=\sum_k\rho_k/(s+p_k)$.

The weights $\rho_k/p_k$ are positive. At $s=0$ they sum to $R_p=R_{ct}+R_d$. For the example below, the first 4000 roots reproduce the closed formula for $Z$ to a relative error of $8\times10^{-13}$.

## How dense the grid must be

With $x=\ln\omega\tau$, a unit relaxation has real part $\frac12(1-\tanh x)$ and imaginary part $-\frac12\operatorname{sech}x$. Let $\hat g(\xi)=\int g\,e^{-i\xi x}dx$.

For $I=\int\operatorname{sech}x\,e^{-i\xi x}dx$, integrate around the strip $0<\mathrm{Im}\,x<\pi$. The upper edge reproduces $I$ with a factor, and the pole at $i\pi/2$ gives $I(1+e^{\pi\xi})=2\pi e^{\pi\xi/2}$. So $I=\pi\operatorname{sech}(\pi\xi/2)$. For $\operatorname{sech}^2x$ the same contour has a double pole and gives $J(1-e^{\pi\xi})=-2\pi\xi e^{\pi\xi/2}$, so $J=\pi\xi/\sinh(\pi\xi/2)$. The derivative of the real part is $-\frac12\operatorname{sech}^2x$, and division by $i\xi$ undoes the derivative. The magnitudes of the transforms are therefore

$$\frac{\pi/2}{|\sinh(\pi\xi/2)|}\ \text{(real, }\xi\ne0),\qquad \frac{\pi/2}{\cosh(\pi\xi/2)}\ \text{(imaginary)} .$$

Let the nodes be spaced by $\Delta=\ln10/n$ on an unbounded grid, and let the target be shifted by $a$. In Fourier space the factor $e^{i\xi a}$ must be matched by $\sum_kc_ke^{i\xi k\Delta}$, which has period $2\pi/\Delta$. The real coefficients

$$c_k=\frac{\Delta}{2\pi}\int_{-\pi/\Delta}^{\pi/\Delta}e^{i\xi(a-k\Delta)}d\xi=\frac{\sin\pi(a/\Delta-k)}{\pi(a/\Delta-k)}$$

match it for $|\xi|<\pi/\Delta$, including the singular point $\xi=0$ of the real part. (The sum for the real part converges conditionally and is taken symmetrically.) Outside this band both factors have modulus one and differ by at most 2. The imaginary error is then at most

$$\frac1{2\pi}\cdot2\cdot2\int_{\pi/\Delta}^\infty\frac{\pi/2}{\cosh(\pi\xi/2)}d\xi=\frac2\pi\int_{\pi^2/2\Delta}^\infty\frac{dv}{\cosh v}=\frac4\pi\arctan q,$$

with $q=e^{-\pi^2/2\Delta}=e^{-\pi^2n/(2\ln10)}$. With $\sinh$ in place of $\cosh$, the real error is at most $\frac2\pi\ln\frac{1+q}{1-q}=\frac4\pi\operatorname{artanh}q$, the larger of the two. Summing over positive weights,

$$\text{error in each part}\le\frac4\pi\operatorname{artanh}(q)\,R_p .\tag{2}$$

If some weights are negative, the sum of their magnitudes replaces $R_p$.

For a target midway between nodes, the periodic factor in the first outer band is $-e^{i\xi a}$. The difference then reaches 2, and at the target's centre the imaginary contributions add in phase. Explicit lattice sums at $n=5$ gave an imaginary error of $2.826\times10^{-5}$ of $R$, equal to the bound in these digits, and a real error of $2.801\times10^{-5}$.

A real grid is finite. Here $\tau_k$ runs from $1/\omega_{max}$ to $1/\omega_{min}$, and the fit to noise-free data shows whether (2) still serves as a guide. The rule adopted is the smallest $n$ for which (2) lies below $\sigma R_s/2$. Since $|Z|\ge R_s$, the grid error is then below half the noise wherever (2) holds.

## Fit and decision

Divide each equation by the measured $|Z|$ and stack real and imaginary rows. This gives $2N$ real equations for $P$ unknowns. Let $\Pi$ project onto the span of the columns, and let $d$ be the scaled departure of the noise-free data from that span. The residual is $r=(1-\Pi)(\varepsilon+d)$, where $\varepsilon$ is the scaled noise. Weights from noisy data change this at relative order $\sigma$, which is neglected.

Rotated into the orthogonal complement, $r/\sigma$ has $2N-P$ independent unit normal components, shifted by the drift. So

$$S=\frac{|r|^2}{\sigma^2}\sim\chi^2_{2N-P}(\lambda),\qquad \lambda=\frac{|(1-\Pi)d|^2}{\sigma^2},$$

with mean $2N-P+\lambda$. A spectrum is rejected when $S$ exceeds the 99 % quantile of the central distribution.

```
input: f[1..N], Z[1..N], sigma, estimates of R_s and R_p
n = 1
while (4/pi)*artanh(exp(-pi^2*n/(2 ln 10)))*R_p >= sigma*R_s/2:
    n = n + 1
tau = grid from 1/w_max to 1/w_min, n per decade
columns = [1, j*w/w_max, 1/(1 + j*w*tau_k) for each k]
divide every row of columns and data by |Z|
stack real rows over imaginary rows
solve least squares by orthogonal factorisation or SVD
S = sum(residual^2)/sigma^2
reject if S > chi2_quantile(0.99, 2N - rank)
```

The cost is of order $2NP^2$ operations, about $2\times10^5$ for $N=71$, $P=38$.

Stability limits the density. Coefficients of alternating sign on neighbouring nodes excite the components at $|\xi|=\pi/\Delta$, which are smaller than the smooth response by a factor of order $q$. The condition number is thus estimated as $1/q$: about $5\times10^4$ at $n=5$ and, since doubling $n$ squares $q$, $2\times10^9$ at $n=10$. Normal equations square these numbers, and at $n=10$ that exceeds double precision. For the same reason single $R_k$ should not be read as physical resistances.

## The artificial drift

Let successive frequencies fall by a factor $r_f$, with $N_c$ cycles per point. The points before frequency $f$ take a geometric sum of times, and half of the current record is added to reach its middle:

$$t(f)=N_c\left[\frac{1/f-1/f_0}{r_f-1}+\frac1{2f}\right].$$

The potential is held, and the current falls as

$$i(t)=i_0\left[1-d_i\left(1-e^{-t/T_i}\right)\right].$$

Each point receives the steady-state impedance belonging to $i(t(f))$; transients after each change of frequency are left out. The charge-transfer resistance rises while $R_d$ falls, so the two changes partly cancel at low frequency.

Far below $f_0$, $t\approx\kappa/f$ with $\kappa=N_c[1/(r_f-1)+\frac12]$. The drift therefore appears as a step in $Z$ around $f\approx\kappa/T_i$. Two limits are hidden from the test:

- For $T_i$ much longer than the sweep, the change is proportional to $1/T_i$ and $\lambda$ to $1/T_i^2$.
- For $T_i$ so short that the step lies where $Z\approx R_s+j\omega L$, all sensitive points see the same new current, and the spectrum is compliant. In the example below this needs $T_i$ of about 1 ms or less. That is far shorter than $\tau_d=5$ s, and assigning steady-state impedances is justified only for $T_i$ long against $\tau_d$. The limit therefore says no more than that a change completed before the sensitive frequencies are reached goes unseen.

A constant gain error is also invisible, because it multiplies data and fit alike.

## Worked example

The values are rough ones for a stirred acid copper sulfate bath: $c_b=0.25$ mol/L, $D=5\times10^{-6}$ cm²/s, $\delta=50$ µm, $\alpha=0.5$, 298.15 K, $i_0=15$ mA/cm², $C=40$ µF/cm², $R_s=1$ Ω cm², $L=100$ nH cm². The sweep runs from 100 kHz to 10 mHz with ten points per decade and three cycles each; $\sigma=0.1$ %.

With $b=19.46$ V⁻¹ and $i_L=48.24$ mA/cm²,

$$R_{ct}=\frac1{19.46\times0.015}=3.43,\qquad R_d=\frac1{19.46\times0.03324}=1.55\ \Omega\,\text{cm}^2,$$

so $R_p=4.97$ Ω cm². The allowed grid error is $5.0\times10^{-4}$ Ω cm². Bound (2) gives $1.2\times10^{-3}$ at $n=4$ and $1.4\times10^{-4}$ at $n=5$, so $n=5$. Seven decades hold 36 relaxations; with $R_0$ and $L$ there are 38 unknowns and $142-38=104$ degrees of freedom. The threshold is 140.5. The noise-free clean spectrum leaves at most 0.003 % of $|Z|$, with $\lambda=0.016$, so the finite grid suffices here.

The drift is $d_i=10$ % with $T_i=300$ s. Here $\kappa\approx13$, and the step lies near $13/300\approx0.04$ Hz. The last point is centred at 1309 s, where $i=13.52$ mA/cm², $R_{ct}=3.80$ and $R_d=1.48$ Ω cm². The impedance has changed by 5.2 %.

Relation (1) can also be evaluated directly if the clock and current laws are continued to all frequencies. The clean spectrum satisfies it to rounding error. The drifted one misses by up to 2.4 % of $|Z|$, at 0.063 Hz. The largest fit residual, 1.7 %, lies instead in the imaginary part at 0.01 Hz. The two places need not agree: (1) checks only the imaginary part against the real part, whereas the fit uses both parts together.

The drifted spectrum has $\lambda=3264$, against 17417 for the whole change. The visible part has $\sqrt{3264/17417}=43$ % of the norm of the change. The visible and absorbed parts are orthogonal, so their squares add: 19 % of the squared norm is visible, and the fit absorbs the other 81 %. One noisy realisation gave $S=84$ without drift and $S=3339$ with it.

More columns can only shrink the orthogonal complement. With the old nodes kept, doubling the density lowers $\lambda$ to 2337, and adding one decade of slower times lowers it to 891. In this example, slow relaxations outside the measured window hide far more drift than a denser grid does.

Detection with 95 % probability needs $\lambda=71.5$. For small drift $\lambda\propto d_i^2/\sigma^2$, which suggests $10\,\%\times\sqrt{71.5/3264}=1.5$ %. The full calculation gives 1.6 %. Such a drift changes $Z$ by up to 0.73 %, seven times the noise, so a passed test does not certify the low-frequency resistance to the noise level. In 1000 simulated spectra of each kind, 0.8 % of the clean ones were rejected and 95.2 % of those with this smallest drift were detected.

## Failure modes and the real bath

**Wrong noise level.** If the true $\sigma$ is 16 % above the assumed one, the mean of $S$ for sound data rises to $104\times1.16^2\approx140$, and about half of them fail. Repeated measurements should supply $\sigma$, taken while the bath is steady. Otherwise the drift between two sweeps is counted as noise, which enlarges $\sigma$ and can hide the very drift that is sought.

**Missing columns.** A blocking electrode has no finite low-frequency limit and needs a column $1/j\omega$. Without it, sound data may be rejected.

**Leakage of the steady current.** Over whole cycles, a current slope $g$ adds a false harmonic of magnitude $|(2/t_w)\int_0^{t_w}gt\,e^{-j\omega t}dt|=2g/\omega$, where $t_w$ is the record length. Simulated records with 5 mV amplitude and the impedance following the instantaneous current differ from the mid-time values by up to 1.6 % if a constant is fitted beside the harmonic. They differ by 0.04 % if a straight line is fitted too. The latter gives $\lambda=3250$, so the verdict stands. Diffusion is taken to follow the drift, which is reasonable for $\tau_d=5$ s against 300 s.

**Start-up transients.** After each change of frequency the cell needs time to reach its new periodic state. If recording starts at once, this transient can make even a drift-free bath fail the test. At least one cycle should therefore be discarded before each record. With three recorded cycles, one discarded cycle lengthens the sweep by a third, which the clock above does not include.

**Nonlinearity.** If the full 5 mV fell across the charge transfer, the first harmonic of $e^{x\cos\theta}$ with $x=bV=0.097$ would exceed its linear value by about $x^2/8$, or 0.12 %. This is comparable to the noise. Its effect on $S$ was not computed.

**The bath itself.** With a rough exchange current of 1 mA/cm² the overpotential is 158 mV, and the reverse reaction is about $6.5\times10^{-6}$ of the forward one. The 1459 s sweep deposits 7.4 µm of copper, enough that roughening may change the active area: a genuine drift that the model leaves out. Migration and adsorbed intermediates are omitted too. Additives can produce inductive loops; negative $R_k$ can represent these if they are relaxations with real times. The detection limit also depends directly on the assumed uniform 0.1 % noise. At three times that noise, with the grid unchanged, the scaling above raises the smallest detectable current drift from 1.6 % to about 5 %.

A rejection does not name its cause: drift, strong nonlinearity and instrument error can all produce it. The recorded steady current is the natural second witness, since here the drift is a fall of that current. All computed values are listed in the numerical output below.

## Computed values

```
inputs: T 298.15 K, alpha 0.5, electrons 2
copper 0.25 mol/L, D 5.0e-06 cm2/s, layer 50 um
current 15.0, exchange current 1.0 mA/cm2
C 40 uF/cm2, R_s 1.00 ohm cm2, L 100 nH cm2
sweep 100000 to 0.01 Hz, 71 points, 3 cycles each
noise sigma 0.10 %, amplitude 5.0 mV
drift: current falls 10 %, time constant 300 s
b = alpha F/RT 19.461 1/V
limiting current 48.24 mA/cm2, tau_d 5.00 s
R_ct 3.4257, R_d 1.5458, R_p 4.9714 ohm cm2
R_ct*C 0.1370 ms
slowest relaxation 2.0265 s, weight 1.2531 ohm cm2
pole sum vs closed impedance, max relative error 8.4e-13
n 2/decade: q 1.376e-02, bound*R_p 8.708e-02 ohm cm2
n 3/decade: q 1.613e-03, bound*R_p 1.021e-02 ohm cm2
n 4/decade: q 1.892e-04, bound*R_p 1.198e-03 ohm cm2
n 5/decade: q 2.219e-05, bound*R_p 1.405e-04 ohm cm2
allowed grid error sigma*R_s/2 5.0e-04 ohm cm2
lattice error at n=5: real 2.801e-05, imag 2.826e-05 (of R)
chosen n 5/decade, RC elements 36, parameters 38
degrees of freedom 104, 1 % threshold 140.46
clean noise-free fit: max residual 0.00284 %, lam 0.0163
sweep time 1459 s, mid-time of last point 1309 s
last point: current 13.519 mA/cm2
last point: R_ct 3.8009, R_d 1.4798 ohm cm2
largest drift change of Z 5.211 % at 0.0100 Hz
KK quadrature gap: clean 2.1e-15 (fraction of |Z|)
KK quadrature gap: drifted 2.436 % at 0.0631 Hz
drifted noise-free fit: max residual 1.731 %
  in the imaginary part at 0.0100 Hz
lam visible 3263.8, lam of whole drift 17416.6
visible share of drift norm 43.3 %
lam with doubled density 2337.3, with one slower decade 891.3
noisy example: S clean 83.8, S drifted 3338.6
lam needed for 95 % detection 71.49
smallest current drift found with 95 % probability 1.58 %
  its largest change of Z 0.733 %
Monte Carlo, 1000 spectra each: mean clean S 103.77
  false alarms 0.8 %, detections at smallest drift 95.2 %
record without trend removal: Z off by up to 1.61 %, lam 7469.3
record with trend removal: Z off by up to 0.037 %, lam 3249.9
nonlinearity at full amplitude 0.118 %
overpotential 158.3 mV, reverse/forward rate 6.5e-06
copper grown during sweep 7.40 um
```
